# Why Electron–Phonon Resistance Needs a Momentum Sink in Uncompensated Metals

**Q.** My wires heat up because electrons scatter from phonons. Each collision turns an electron aside. Why should I need anything more than that to have a resistance?

**A.** Because a collision that turns an electron aside also gives momentum to a phonon, and the phonon can give it back. Take an event in which an electron $\mathbf k$ absorbs a phonon $\mathbf q$ and ends in $\mathbf k'$, with all wavevectors in one fixed first zone:

$$\mathbf k'=\mathbf k+\mathbf q+\mathbf G .$$

The change in total crystal momentum is

$$\hbar(\mathbf k'-\mathbf k)-\hbar\mathbf q=\hbar\mathbf G ,$$

since the electrons gain $\hbar(\mathbf k'-\mathbf k)$ and the phonons lose $\hbar\mathbf q$. Emission is the reverse event. A normal event has $\mathbf G=0$ and changes nothing in the total. An umklapp event has $\mathbf G\neq0$ and exchanges momentum with the crystal as a whole.

Now apply a field. Let $x$ point along the force on the electrons, of magnitude $eE$ each. Per unit volume, the field changes the electron momentum at the rate

$$\sum_{\mathbf k}\hbar k_x\left(-\frac{eE}{\hbar}\frac{\partial f}{\partial k_x}\right)=eE\sum_{\mathbf k}f=neE\equiv F .$$

The middle step is integration by parts. Its boundary term vanishes if the Fermi surface is closed and $f$ is negligible at the zone boundary. With normal collisions alone, the total momentum density therefore obeys $dP/dt=F$. A steady state needs $dP/dt=0$, which is impossible for $n\neq0$.

**Q.** Total momentum grows, but could the current still settle while the phonons take up the growth?

**A.** For that we need the collision rates. I use linear response and write

$$f=f_0-\phi_{\mathbf k}\frac{\partial f_0}{\partial\varepsilon},\qquad N=N_0-\phi_{\mathbf q}\frac{\partial N_0}{\partial(\hbar\omega)} .$$

To first order, $f/(1-f)=e^{-(\varepsilon-\mu-\phi_{\mathbf k})/k_BT}$ and $N/(1+N)=e^{-(\hbar\omega-\phi_{\mathbf q})/k_BT}$. Energy conservation cancels the energies in the ratio of forward to reverse rates:

$$\frac{f_{\mathbf k}(1-f_{\mathbf k'})N}{f_{\mathbf k'}(1-f_{\mathbf k})(1+N)}=e^{(\phi_{\mathbf k}+\phi_{\mathbf q}-\phi_{\mathbf k'})/k_BT}.$$

If $\Gamma$ is the equilibrium rate of the event, its net rate is thus $\Gamma(\phi_{\mathbf k}+\phi_{\mathbf q}-\phi_{\mathbf k'})/k_BT$.

Let the electrons drift at $v$ and the phonons at $u$, so that $\phi_{\mathbf k}=\hbar k_xv$ and $\phi_{\mathbf q}=\hbar q_xu$. For a normal event the bracket is $\hbar q_x(u-v)$, and each event gives the electrons $\hbar q_x$. The force density on them is $-K(v-u)$, with

$$K=\frac{1}{Vk_BT}\sum_{\rm events}\Gamma\,\hbar^2q_x^2 .$$

The phonons feel the opposite force. For a parabolic band, the electron momentum density is $nmv$. For the phonons, expanding the drifting distribution gives $Wu$, where

$$W=\frac{1}{Vk_BT}\sum_{\mathbf q}\hbar^2q_x^2N_0(N_0+1)=\frac{\hbar^2}{6\pi^2k_BT}\int_0^{q_D}q^4N_0(N_0+1)\,dq .$$

The last form is for one isotropic branch, with $q_x^2\to q^2/3$. The two fluids obey

$$nm\,\dot v=F-K(v-u),\qquad W\dot u=K(v-u).$$

Adding them gives $nmv+Wu=Ft$ from rest. Dividing by the inertias and subtracting gives, for the slip $w=v-u$,

$$\dot w=\frac{F}{nm}-\frac{w}{\tau},\quad \frac1\tau=K\left(\frac1{nm}+\frac1W\right),\quad w=\frac{F\tau}{nm}\left(1-e^{-t/\tau}\right).$$

Put $u=v-w$ into the total momentum, with $M=nm+W$:

$$v=\frac{Ft}{M}+\frac WM\,w .$$

The slip settles; the electron velocity does not. Collisions bring the fluids to a common acceleration, so the phonons cannot take up all the growth. The model is linear and fails before $u$ reaches the sound speed $s$, where a drifting Bose distribution ceases to exist.

**Q.** What if I switch the field off after a short pulse?

**A.** Suppose the pulse leaves $v=v_0$, $u=0$. Friction then equalises the velocities at fixed total momentum:

$$nmv_0=(nm+W)v_\infty,\qquad \frac{v_\infty}{v_0}=\frac{nm}{nm+W}.$$

The current drops, but this fraction persists. A large drop can look like complete relaxation.

**Q.** Yet the Bloch formula gives a finite resistivity from normal collisions. Where does it hide the sink?

**A.** It holds the phonons in equilibrium, $u=0$, whatever momentum they receive. Something must remove that momentum. Then $F=Kv$, and with $J=nev$ and $E=F/ne$,

$$\rho_B=\frac EJ=\frac{K}{(ne)^2}.$$

To evaluate $K$, take longitudinal phonons with $\omega=sq$ and a deformation potential $D$. The squared phonon amplitude $\hbar/(2\rho_mV\omega)$ times $D^2q^2$ gives $|M_q|^2=\hbar D^2q/(2\rho_msV)$, where $\rho_m$ is the mass density. The golden rule requires, with spin included,

$$S_q=\frac{V}{2\pi^2}\int k^2dk\int_{-1}^{1}d\mu\,f_{\mathbf k}(1-f_{\mathbf k'})\,\delta\!\left(\frac{\hbar^2kq\mu}{m}+\frac{\hbar^2q^2}{2m}-\hbar\omega\right).$$

Here $\mu$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$. For $q<2k_F$ and $\hbar\omega\ll E_F$ the delta function gives $m/(\hbar^2kq)$, apart from a negligible range near the endpoints. With $k\,dk=m\,d\varepsilon/\hbar^2$,

$$S_q=\frac{Vm^2}{2\pi^2\hbar^4q}\int d\varepsilon\,f_0(\varepsilon)[1-f_0(\varepsilon+\hbar\omega)]=\frac{Vm^2}{2\pi^2\hbar^4q}\,\hbar\omega(N_0+1).$$

The energy integral follows from $f_0(\varepsilon)[1-f_0(\varepsilon+\hbar\omega)]=[f_0(\varepsilon)-f_0(\varepsilon+\hbar\omega)](N_0+1)$, since the difference of Fermi functions integrates to $\hbar\omega$. The event rate for one $\mathbf q$ is $(2\pi/\hbar)|M_q|^2N_0S_q$, so

$$K=\frac1{k_BT}\int_0^{q_D}\frac{q^2dq}{2\pi^2}\,\frac{\hbar^2q^2}{3}\,\frac{2\pi}{\hbar}\,\frac{\hbar D^2q}{2\rho_ms}\,\frac{m^2\hbar sq}{2\pi^2\hbar^4q}\,N_0(N_0+1).$$

Collecting factors,

$$K=\frac{D^2m^2}{12\pi^3\rho_m\hbar k_BT}\int_0^{q_D}q^5N_0(N_0+1)\,dq .$$

A direct quadrature over golden-rule events, with a narrow Gaussian for the delta function, agrees with this to 0.1% in the example below.

At low temperature, set $q=k_BTx/\hbar s$. The integral scales as $T^6$, so $K\propto T^5$; likewise $W\propto T^4$. Thus the Bloch $T^5$ resistivity describes momentum transfer to phonons that are already being emptied of momentum by something else.

**Q.** Put in a real sink, then. Suppose phonons lose momentum at a rate $1/\tau_p$.

**A.** In the steady state the phonons pass on what they receive:

$$F=K(v-u),\qquad K(v-u)=\frac{Wu}{\tau_p}.$$

Hence $u=F\tau_p/W$ and $v=F/K+F\tau_p/W$. Since $\rho=F/[(ne)^2v]$,

$$\rho=\frac{1}{(ne)^2}\,\frac{1}{1/K+\tau_p/W}=\frac{\rho_B}{1+K\tau_p/W}.$$

For $\tau_p\ll W/K$ this is the Bloch value. For $\tau_p\gg W/K$,

$$\rho\to\frac{W}{n^2e^2\tau_p}.$$

The electron–phonon coupling has dropped out: it keeps the fluids together, while the sink sets the resistance. With constant $\tau_p$, $\rho$ then follows $T^4$ instead of $T^5$ where the temperature is low enough for $W\propto T^4$ but still high enough for $\tau_p\gg W/K$. Since $W/K$ grows as $1/T$ on cooling, the $T^5$ law returns at the lowest temperatures. The window need not exist. In the example below $W/K$ is 41 ps at 20 K, so a clear $T^4$ range needs $\tau_p$ of about 1 ns or more; for $\tau_p=5$ ps the exponent stays near 5 below 20 K.

**Q.** And if only impurities are present, acting on electrons?

**A.** With no phonon sink, the steady phonon equation gives $K(v-u)=0$, hence $u=v$. If impurities remove electron momentum at the rate $nmv/\tau_e$, then $F=nmv/\tau_e$ and $\rho=m/(ne^2\tau_e)$. In this two-fluid model there is no added phonon resistance. Impurities supply a sink, but they do not make the phonons stand still.

**Q.** Two rigid drifts are a drastic simplification. Does the conclusion survive without them?

**A.** The null result does. If $\phi_{\mathbf k}=\hbar k_x$ and $\phi_{\mathbf q}=\hbar q_x$, every normal event has zero net rate. The field has a nonzero overlap with this mode, so the linearised Boltzmann equation has no stationary solution, whatever shapes the distributions take.

I also solved that equation for all occupations on a $21\times21$ square lattice, with one band and one phonon branch. The energy delta function is broadened and the event rates are symmetrised; momentum conservation stays exact, energy conservation is approximate. The numbers illustrate the mechanism and describe no material. They also depend on grid and broadening. With grids up to $41\times41$ and widths down to 0.06 instead of 0.15, the ratios 0.58 and 1.16 quoted below rise to 0.60 and 1.20, 0.63 ranges from 0.61 to 0.64, and 1.94 from 1.9 to 2.1; the conclusions do not change. Normal collisions give three null modes, particle number and two momenta, and an unbounded conductivity. Umklapp leaves one, particle number. With exact energy conservation, energy would be one more null mode in both cases. It is even under reversal of all wavevectors, so it has no overlap with the field drive and does not alter these conclusions about the conductivity.

For finite sinks, the rigid-drift formula is an upper bound on $\rho$. The collision matrix $\mathcal P$ is symmetric and non-negative. If $\mathcal P\phi=X$, with $X$ the field drive, Cauchy–Schwarz gives for any trial $\psi$ with $\psi\cdot\mathcal P\psi>0$

$$\frac{(X\cdot\psi)^2}{\psi\cdot\mathcal P\psi}=\frac{(\phi\cdot\mathcal P\psi)^2}{\psi\cdot\mathcal P\psi}\le\phi\cdot\mathcal P\phi=X\cdot\phi=\sigma .$$

A restricted trial gives too small a conductivity. In the lattice with normal events only, let the phonon sink rate equal the phonons' rate of relaxation against electrons, the lattice counterpart of $K/W$. Measure both results against the full resistivity with phonons held in equilibrium. The full solution then gives 0.51 and the two-fluid formula 0.58. The latter is half of the two-fluid held-phonon value, as the formula requires, but that value is itself 1.16 times the full one. At one hundredth of that sink rate both ratios are about 0.0115. The resistivity vanishes with the sink.

**Q.** How does umklapp enter the two-fluid equations?

**A.** The electron wavevector changes by $\mathbf q+\mathbf G$, so the bracket in the net rate becomes $\hbar[q_xu-(q+G)_xv]$. With $w_i=\hbar^2\Gamma_i/(Vk_BT)$ for event $i$, define

$$A=\sum_iw_i(q+G)_x^2,\quad B=\sum_iw_i(q+G)_xq_x,\quad C=\sum_iw_iq_x^2 .$$

Normal events are included, with $G=0$. The electrons gain $\hbar(q+G)_x$ per event and the phonons lose $\hbar q_x$. The steady equations are

$$F=Av-Bu,\qquad 0=Bv-Cu-\frac{Wu}{\tau_p}.$$

Solving the second for $u$ and inserting it in the first gives

$$\rho=\frac{1}{(ne)^2}\left[A-\frac{B^2}{C+W/\tau_p}\right].$$

With normal events alone $A=B=C=K$, and the earlier result returns. With no external sink the bracket is $(AC-B^2)/C$. By Cauchy–Schwarz it is non-negative, and it vanishes only if $(q+G)_x$ is the same multiple of $q_x$ in all events. Normal events fix that multiple at one; umklapp events with $G_x\neq0$ break it. In the two-fluid model umklapp is therefore itself a sufficient sink. A positive upper bound would not prove this for the full equation, but the full lattice solution with umklapp also has a finite conductivity.

It can also reverse phonon drag. An electron thrown across the Fermi surface may change its wavevector against $\mathbf q$, making $(q+G)_xq_x$ negative. In the lattice the umklapp parts alone give $B/A=-0.51$. Normal events outweigh them there, so the total $B$ stays positive: the drag is weakened, not reversed.

The full lattice solution with umklapp and no external sink has 0.63 of the resistivity found when phonons are held in equilibrium. Here the two-fluid bound is poor, 1.94 times the full result. The bound would be exact if the true solution were a pair of rigid drifts, so here the true solution is far from that form. The bound should not be quoted as the resistivity.

**Q.** Is there a metal that resists with normal collisions alone?

**A.** A compensated one, with equal electron and hole densities $n$. The field pushes the two carrier groups oppositely and the net force is zero. Let each have its own friction with the phonons, $K_e$ and $K_h$. Taking velocities along $\mathbf E$,

$$K_e(v_e-u)=-neE,\qquad K_h(v_h-u)=neE .$$

The forces on the phonons cancel, so a steady state exists. The current is

$$J=ne(v_h-v_e)=n^2e^2E\left(\frac1{K_e}+\frac1{K_h}\right),\qquad \rho=\frac{1}{n^2e^2}\frac{K_eK_h}{K_e+K_h}.$$

The conserved common drift carries no current. The formula takes one drift $u$ for all phonons. If electrons and holes couple mainly to different phonons, and these exchange little momentum with each other, each carrier group drags its own phonons along and the resistivity is lower. In a lattice test with mirror-image bands the resistivity is finite and equals its held-phonon value: the two drags on the phonons cancel by symmetry. That test also allows normal transitions between the two bands, which the formula omits. Without them the resistivity is about one third as large, still finite and still equal to its held-phonon value. Making the densities unequal restores the unbounded conductivity.

**Q.** Give me numbers for an ordinary uncompensated wire.

**A.** Take round parameters for a monovalent isotropic metal: $n=6\times10^{28}\ \mathrm{m^{-3}}$, the free-electron mass, ions of 60 u, $s=4000$ m/s and $D=4$ eV. One longitudinal Debye branch is kept. Transverse phonons and umklapp resistance are omitted, so this is not a prediction of a metal's total resistivity. In a real monovalent metal at 300 K umklapp events are frequent and act as a sink, so the decay towards zero resistance found below belongs to the model without them.

At 300 K, $K=4.02\times10^{11}\ \mathrm{kg\,m^{-3}\,s^{-1}}$. With $(ne)^2=9.24\times10^{19}\ \mathrm{C^2\,m^{-6}}$,

$$\rho_B=\frac{4.02\times10^{11}}{9.24\times10^{19}}\ \Omega\,\mathrm m=0.435\ \mu\Omega\,\mathrm{cm}.$$

The inertias are $nm=0.0547$ and $W=4.60\ \mathrm{kg\,m^{-3}}$. After a pulse, $0.0547/(0.0547+4.60)=1.2\%$ of the current persists. The phonons are the heavy fluid.

With a steady field and no sink, the slip settles in 0.13 ps, but the phonons need about $W/K=11.4$ ps to be dragged along. For $W\gg nm$ and $t\gg\tau$, the solution above reduces to

$$v\simeq\frac FK\left(1+\frac{Kt}{W}\right),\qquad \frac EJ\simeq\frac{\rho_B}{1+Kt/W}.$$

The full two-fluid solution gives an apparent resistivity of 0.410 µΩ cm after 1 ps, 0.236 after 10 ps and 0.005 after 1000 ps. In this model, without umklapp, Bloch resistance is a transient plateau.

At 20 K the order is reversed for this single branch: $W=0.00212\ \mathrm{kg\,m^{-3}}$ is far below $nm$, and 96% of a pulsed current persists. The Bloch value is $5.6\times10^{-5}$ µΩ cm. No plateau forms, because the light phonon fluid is dragged along before friction can balance the force on the electrons. Slower transverse phonons can change this, since $W\propto s^{-5}$ at low temperature. Two more branches with $s=2000$ m/s, if they share the drift, would raise $W$ to about $0.14\ \mathrm{kg\,m^{-3}}$ and lower the persistent fraction to below 30%.

**Q.** And with a sink, in a 20 nm line?

**A.** As an estimate, let the surfaces randomise phonon momentum in one transit time, $\tau_p=d/s=5$ ps. Then at 300 K

$$\rho=\frac{0.435}{1+5/11.4}\ \mu\Omega\,\mathrm{cm}\approx0.30\ \mu\Omega\,\mathrm{cm}.$$

With the surfaces as the only phonon sink, this is about 30% below the Bloch value because the phonons still drift. It is only the phonon part of the line's resistivity. Electrons also scatter at the surfaces, and if these are diffuse that sink dominates: a loss rate of about $v_F/d$, with $v_F$ the Fermi velocity, gives $mv_F/(ne^2d)\approx4\ \mu\Omega\,\mathrm{cm}$. A real metal at 300 K also has a faster phonon sink, anharmonic phonon–phonon umklapp. A lattice thermal conductivity $\kappa$ of 5–20 W/(m K) corresponds to $3\kappa/(Cs^2)\approx0.4$–1.7 ps, with $C$ the heat capacity per volume of three branches. Adding this rate to $s/d$ leaves a reduction of only about 3–10% below $\rho_B$.

The rigid phonon drift can be checked by giving each mode its own velocity $u_q$. The ratio of the integrands of $K$ and $W$ is the mode's relaxation rate against electrons,

$$\gamma_q=\frac{D^2m^2q}{2\pi\rho_m\hbar^3}.$$

Its steady balance $\gamma_q(v-u_q)=u_q/\tau_p$ gives $v-u_q=v/(1+\gamma_q\tau_p)$, which multiplies the integrand of $K$ by $1/(1+\gamma_q\tau_p)$. At $\tau_p=10$ ps the resistivity changes from 0.232 to 0.227 µΩ cm, a reduction of 2% relative to the two-fluid value. This keeps the electron drift rigid. Letting it vary with energy lowers the held-phonon resistivity by 0.8% at 300 K, to 0.432 µΩ cm, and by 2% at 20 K, to $5.5\times10^{-5}$ µΩ cm. At 1000 ps both give 0.0049 µΩ cm. In that limit the resistivity measures how fast momentum leaves the phonons, with the electrons carried along. Real metals at 300 K, with phonon lifetimes of order 1 ps, are far from it and close to the held-phonon case. The numerical output below lists the remaining cases.

## Values computed for the example and the checks

```
LATTICE MODEL (dimensionless)
grid side 21; temperature 0.15; energy width 0.15
net force / carrier number: 0.9970
null vectors: normal only 3; with umklapp 1
persistent current fraction, normal only: 0.1797
normal only, no sink: conductivity = inf
phonon sink rate / unit; full rho / held; two-fluid rho / held
   1.00   0.50619   0.58191
   0.10   0.10127   0.10580
   0.01   0.01146   0.01152
weak electron sink: full rho / sink law 1.00000
weak phonon sink: full rho / sink law 0.99998
held rho, all events / normal only: 1.3879
umklapp, no external sink: full rho / held 0.6251
umklapp, no external sink: two-fluid / full 1.9428
umklapp drag ratio B/A: -0.5138
compensated, normal only: rho / held 1.0000
uncompensated two-band: net force / one-band force 0.2898
uncompensated two-band, normal only: conductivity = inf
THREE-DIMENSIONAL EXAMPLE
n = 6.0e+28 m^-3; ion mass = 60 u; D = 4.0 eV
sound speed = 4000 m/s; mass density = 5977.9 kg/m^3
k_F = 1.2111e+10 m^-1; q_D = 1.5259e+10 m^-1
Fermi energy = 5.589 eV
Debye temperature = 466.2 K
electron inertia n m = 0.05466 kg/m^3
T = 300 K: K = 4.0209e+11 kg/(m^3 s); W = 4.6024e+00 kg/m^3
  W/K = 11.446 ps; persistent fraction = 0.01174
  Bloch rho = 4.3511e-01 uOhm cm
T = 20 K: K = 5.1515e+07 kg/(m^3 s); W = 2.1234e-03 kg/m^3
  W/K = 41.220 ps; persistent fraction = 0.96260
  Bloch rho = 5.5746e-05 uOhm cm
direct golden-rule K / formula at 300 K: 1.00100
low-T powers: K 5.0000; W 4.0000
slip relaxation time at 300 K = 0.1343 ps
300 K, no sink: time (ps); apparent E/J (uOhm cm)
     1   0.40954
    10   0.23646
   100   0.04527
  1000   0.00498
300 K: tau_p (ps); two-fluid rho; mode-resolved rho (uOhm cm)
     1   0.40015   0.39802
    10   0.23223   0.22748
   100   0.04469   0.04423
  1000   0.00492   0.00492
line width 20 nm: tau_p = 5.00 ps; rho = 0.30283 uOhm cm
```
